**Full and partial energy release in thin-film delamination**

A film of thickness $h$, equal-biaxial stress $\sigma$ and biaxial modulus $M=E/(1-\nu)$ stores the energy $\sigma^2h/M$ per area, where $E$ is Young's modulus and $\nu$ is Poisson's ratio. For 1 µm, 400 MPa and 197 GPa this is 0.81 J/m², which a long, narrow detached strip releases in full on average over its front. A long straight front in a wide film releases only the fraction $(1+\nu)/2$, or 0.54 J/m² for $\nu=0.34$. The program asserts the stored and released energies against a numerical solution of the three-dimensional Hooke equations. It also asserts both limits against a plane-stress finite-element model for two Poisson ratios, and asserts that the computed release never exceeds the full value at the lengths sampled. The output shows that release is within 1% of complete once the detached length is half the strip width. It also sizes several neglected effects, of which crystal texture and warming by 80 K are the largest.

## Verification by program

```python
"""
Energy released when a stressed thin film delaminates.

Result under test: a film of thickness h with equal-biaxial stress sigma and
biaxial modulus M = E/(1-nu) stores sigma^2 h/M per area. A long detached
strip with free sides releases all of it (mean over the front). A long straight
front in a wide film releases only the fraction (1+nu)/2, because the strain
along the front is retained.
Symbols: E Young modulus, nu Poisson ratio, a detached length, b strip width.
SI units are used internally.
"""
import numpy as np
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

h = 1e-6
sigma = 400e6
M = 197e9
nu = 0.34
b = 100e-6
E = M * (1 - nu)
strain0 = sigma / M
G_full = sigma**2 * h / M
G_wide = (1 + nu) / 2 * G_full

# --- Stored and retained energy from three-dimensional Hooke equations ---
lame = E * nu / ((1 + nu) * (1 - 2 * nu))
shear = E / (2 * (1 + nu))
stiff = lame * np.ones((3, 3)) + 2 * shear * np.eye(3)
stress_bonded = np.array([sigma, sigma, 0.0])
strain_bonded = np.linalg.solve(stiff, stress_bonded)
stored = 0.5 * h * stress_bonded @ strain_bonded
assert np.isclose(strain_bonded[0], strain0, rtol=1e-10)
assert np.isclose(stored, G_full, rtol=1e-10)
# Keep the strain along y; let x and z relax to zero stress.
free = [0, 2]
strain_wide = np.zeros(3)
strain_wide[1] = strain_bonded[1]
strain_wide[free] = np.linalg.solve(
    stiff[np.ix_(free, free)], -stiff[free, 1] * strain_bonded[1])
stress_wide = stiff @ strain_wide
retained = 0.5 * h * stress_wide @ strain_wide
assert np.isclose(stored - retained, G_wide, rtol=1e-10)
assert np.isclose(stress_wide[1], (1 - nu) * sigma, rtol=1e-10)


# --- Finite elements: detached tongue held only along its front ---
def tongue_energy(nx, dx, ny, poisson):
    """Residual energy for E = 1, width 1, unit mismatch strain."""
    dy = 1.0 / ny
    D = np.array([[1, poisson, 0], [poisson, 1, 0],
                  [0, 0, (1 - poisson) / 2]]) / (1 - poisson**2)
    cx = np.array([-1, 1, 1, -1])
    cy = np.array([-1, -1, 1, 1])
    Ke = np.zeros((8, 8))
    for s in (-3**-0.5, 3**-0.5):
        for t in (-3**-0.5, 3**-0.5):
            gx = cx * (1 + cy * t) / (2 * dx)
            gy = cy * (1 + cx * s) / (2 * dy)
            B = np.zeros((3, 8))
            B[0, 0::2] = gx
            B[1, 1::2] = gy
            B[2, 0::2] = gy
            B[2, 1::2] = gx
            Ke += B.T @ D @ B * dx * dy / 4
    i, j = np.meshgrid(np.arange(nx), np.arange(ny), indexing="ij")
    n0 = (i * (ny + 1) + j).ravel()
    nodes = np.stack([n0, n0 + ny + 1, n0 + ny + 2, n0 + 1], axis=1)
    dofs = np.stack([2 * nodes, 2 * nodes + 1], axis=2).reshape(-1, 8)
    rows = np.repeat(dofs, 8, axis=1).ravel()
    cols = np.tile(dofs, (1, 8)).ravel()
    size = 2 * (nx + 1) * (ny + 1)
    K = coo_matrix((np.tile(Ke.ravel(), len(dofs)), (rows, cols)),
                   shape=(size, size)).tocsr()
    held = 2 * (ny + 1)
    u = np.zeros(size)
    u[1:held:2] = np.linspace(-0.5, 0.5, ny + 1)
    load = -(K[held:, :held] @ u[:held])
    u[held:] = spsolve(K[held:, held:].tocsc(), load)
    return 0.5 * u @ (K @ u)


def release_fraction(length, poisson, nx=32, ny=64):
    """Mean release rate over the full stored energy, from differences."""
    dx = length / nx
    slope = (tongue_energy(nx + 1, dx, ny, poisson)
             - tongue_energy(nx - 1, dx, ny, poisson)) / (2 * dx)
    return 1 - slope * (1 - poisson)


for poisson in (0.10, nu):
    f1 = release_fraction(0.02, poisson, 16, 200)
    f2 = release_fraction(0.04, poisson, 16, 200)
    # Side-edge corrections are linear in a/b; remove them by extrapolation.
    wide_limit = 2 * f1 - f2
    # Tolerance covers the finite mesh at the side edges.
    assert abs(wide_limit - (1 + poisson) / 2) < 0.005
    assert abs(release_fraction(2.0, poisson) - 1) < 1e-3
lengths = [0.1, 0.25, 0.5, 1.0, 2.0]
fractions = [release_fraction(x, nu) for x in lengths]
assert all(f <= 1 + 1e-6 for f in fractions)


# --- Neglected effect: crystal texture (rough copper constants) ---
C11, C12, C44 = 168e9, 121e9, 75e9
I3 = np.eye(3)
C = (C12 * np.einsum("ij,kl->ijkl", I3, I3)
     + C44 * (np.einsum("ik,jl->ijkl", I3, I3)
              + np.einsum("il,jk->ijkl", I3, I3)))
for p in range(3):
    C[p, p, p, p] += C11 - C12 - 2 * C44


def biaxial_modulus(normal):
    n = np.array(normal, float)
    n /= np.linalg.norm(n)
    plane = I3 - np.outer(n, n)
    s0 = np.einsum("ijkl,kl->ij", C, plane)
    acoustic = np.einsum("ijkl,j,l->ik", C, n, n)
    c = -np.linalg.solve(acoustic, s0 @ n)
    s = s0 + np.einsum("ijkl,k,l->ij", C, c, n)
    value = np.trace(s) / 2
    assert np.allclose(s, value * plane, atol=1e-8 * value)
    return value


M100 = biaxial_modulus([1, 0, 0])
M111 = biaxial_modulus([1, 1, 1])
assert np.isclose(M100, C11 + C12 - 2 * C12**2 / C11)
bulk3 = C11 + 2 * C12
assert np.isclose(M111, 6 * C44 * bulk3 / (bulk3 + 4 * C44))

# --- Neglected effect: warming, with elastic thermal mismatch ---
alpha_film, alpha_sub, warming = 16.5e-6, 2.6e-6, 80.0
sigma_hot = sigma - M * (alpha_film - alpha_sub) * warming
G_hot = sigma_hot**2 * h / M

# --- Neglected effect: linear stress gradient, sigma +/- swing ---
swing = 100e6
G_gradient = quad(lambda z: (sigma + swing * (2 * z - 1))**2 / M, 0, 1)[0] * h
extra_gradient = G_gradient / G_full - 1
assert np.isclose(extra_gradient, swing**2 / (3 * sigma**2), rtol=1e-8)


# --- Neglected effect: side edges, stress ramps up over a width h ---
def edge_density(t):
    sy = t * sigma
    sx = E * strain0 + nu * sy
    return (sx**2 + sy**2 - 2 * nu * sx * sy) / (2 * E)


edge_mean = quad(edge_density, 0, 1)[0] / (sigma**2 / M)
edge_loss = 2 * h / b * (1 - edge_mean)
assert np.isclose(edge_loss, 2 * h / b * (1 + nu) / 3, rtol=1e-8)

# --- Neglected effect: substrate energy from the two edge tractions ---
E_sub, nu_sub = 130e9, 0.28
E_sub_plane = E_sub / (1 - nu_sub**2)
gap = (b - h) / h
self_log = 2 * quad(lambda t: (1 - t) * np.log(t), 0, 1)[0]
cross_log = quad(lambda t: (1 - abs(t)) * np.log(gap + t), -1, 1,
                 points=[0])[0]
force = sigma * h
U_sub = 2 * force**2 / (np.pi * E_sub_plane) * (cross_log - self_log)
U_closed = 2 * force**2 / (np.pi * E_sub_plane) * (np.log(gap) + 1.5)
assert np.isclose(U_sub, U_closed, rtol=1e-4)
sub_gain = U_sub / b / G_full

# --- Crack-tip plastic zone, order of magnitude, yield stress = sigma ---
E_plane = E / (1 - nu**2)
zone = E_plane * G_full / (3 * np.pi * sigma**2)

print("INPUTS")
print(f"film thickness h = {h*1e6:.1f} um")
print(f"film stress sigma = {sigma/1e6:.0f} MPa")
print(f"biaxial modulus M = {M/1e9:.0f} GPa")
print(f"Poisson ratio nu = {nu:.2f}")
print(f"Young modulus E = M(1-nu) = {E/1e9:.1f} GPa")
print(f"strip width b = {b*1e6:.0f} um")
print("MAIN RESULTS")
print(f"elastic strain sigma/M = {100*strain0:.3f} %")
print(f"stored energy density = {G_full/h/1e6:.3f} MJ/m^3")
print(f"stored energy per area, Hooke solve = {stored:.4f} J/m^2")
print(f"full release, narrow strip = {G_full:.4f} J/m^2")
print(f"wide-film fraction (1+nu)/2 = {(1+nu)/2:.3f}")
print(f"release, wide film = {G_wide:.4f} J/m^2")
print(f"energy retained, wide film = {retained:.4f} J/m^2")
print(f"stress retained along front = {stress_wide[1]/1e6:.0f} MPa")
print("FINITE ELEMENTS: mean release / full release")
print(f"a/b -> 0 (extrapolated): {wide_limit:.4f}")
for x, f in zip(lengths, fractions):
    print(f"a/b = {x:.2f}: {f:.4f}, release {f*G_full:.3f} J/m^2")
print("NEGLECTED EFFECTS (rough material data)")
print(f"copper C11, C12, C44 = {C11/1e9:.0f}, {C12/1e9:.0f}, "
      f"{C44/1e9:.0f} GPa")
print(f"(100) texture: M = {M100/1e9:.0f} GPa, "
      f"full release {sigma**2*h/M100:.2f} J/m^2")
print(f"(111) texture: M = {M111/1e9:.0f} GPa, "
      f"full release {sigma**2*h/M111:.2f} J/m^2")
print(f"expansion, film and substrate = {alpha_film*1e6:.1f}, "
      f"{alpha_sub*1e6:.1f} ppm/K")
print(f"warming = {warming:.0f} K: stress {sigma_hot/1e6:.0f} MPa, "
      f"full release {G_hot:.2f} J/m^2")
print(f"stress swing +/-{swing/1e6:.0f} MPa through thickness: "
      f"+{100*extra_gradient:.1f} %")
print(f"side-edge relaxation: -{100*edge_loss:.1f} %")
print(f"substrate E, nu = {E_sub/1e9:.0f} GPa, {nu_sub:.2f}")
print(f"substrate elastic energy: +{100*sub_gain:.1f} %")
print(f"crack-tip plastic zone, rough = {zone*1e6:.2f} um")
print("all assertions hold")
```

Output:

```
INPUTS
film thickness h = 1.0 um
film stress sigma = 400 MPa
biaxial modulus M = 197 GPa
Poisson ratio nu = 0.34
Young modulus E = M(1-nu) = 130.0 GPa
strip width b = 100 um
MAIN RESULTS
elastic strain sigma/M = 0.203 %
stored energy density = 0.812 MJ/m^3
stored energy per area, Hooke solve = 0.8122 J/m^2
full release, narrow strip = 0.8122 J/m^2
wide-film fraction (1+nu)/2 = 0.670
release, wide film = 0.5442 J/m^2
energy retained, wide film = 0.2680 J/m^2
stress retained along front = 264 MPa
FINITE ELEMENTS: mean release / full release
a/b -> 0 (extrapolated): 0.6697
a/b = 0.10: 0.8084, release 0.657 J/m^2
a/b = 0.25: 0.9654, release 0.784 J/m^2
a/b = 0.50: 0.9980, release 0.811 J/m^2
a/b = 1.00: 0.9993, release 0.812 J/m^2
a/b = 2.00: 1.0000, release 0.812 J/m^2
NEGLECTED EFFECTS (rough material data)
copper C11, C12, C44 = 168, 121, 75 GPa
(100) texture: M = 115 GPa, full release 1.39 J/m^2
(111) texture: M = 260 GPa, full release 0.62 J/m^2
expansion, film and substrate = 16.5, 2.6 ppm/K
warming = 80 K: stress 181 MPa, full release 0.17 J/m^2
stress swing +/-100 MPa through thickness: +2.1 %
side-edge relaxation: -0.9 %
substrate E, nu = 130 GPa, 0.28
substrate elastic energy: +5.4 %
crack-tip plastic zone, rough = 0.08 um
all assertions hold
```
